\section*{Why a Thin Film Has No Single Cracking Stress}

\section{Two films under the same tension}

A silicon wafer carries a film of aluminium nitride. The film would like to be slightly smaller than the wafer allows, so it is held in tension, equally in both in-plane directions. Somewhere a crack has cut through the film to the interface and has grown long compared with the film thickness. Its two ends can now run across the wafer, leaving a narrow channel behind them. Will they run?

Take two such films, 200 nm and 1600 nm thick, both under a tension of 1 GPa, with the same elastic constants and the same toughness. A natural answer is that they must behave alike. A material has a strength, the stress either exceeds it or does not, and thickness does not enter. On this view one could measure the stress at which one film cracks and use it as the limit for every film of that material.

The belief has good grounds. Stress is force per area, introduced so that the size of a specimen drops out. Yielding of a ductile metal is often described well by a critical stress. Even in brittle fracture there is a situation, derived below, in which the critical stress does not depend on film thickness. But a running crack must pay for new surface, and what it can pay with is elastic energy. The comparison that decides its fate is between two energies, and these scale differently with thickness.

\section{What a running channel gains and spends}

Let $x$ run along the film at right angles to the crack, $y$ downward from the free surface, and $z$ along the channel. The film occupies $0<y<h$. Before cracking its stresses are $\sigma_{xx}=\sigma_{zz}=\sigma>0$, uniform through the thickness, and the substrate is so thick that its own stress is negligible. The film is linear elastic and isotropic, with Young modulus $E$ and Poisson ratio $\nu$. For now the substrate has the same elastic constants, the crack stops at the interface, the interface holds, and other cracks are far away.

Let $\Gamma$ be the energy needed per unit area of crack plane, both new faces included. When the channel lengthens by $d\ell$, it spends $\Gamma h\,d\ell$.

To find the gain, note that the stress field around the front of a long channel simply moves along with it. After an advance $d\ell$ the body contains one slice less of uncracked film far ahead and one slice more of fully cracked film far behind. The energy released is therefore $U\,d\ell$, where $U$ is the energy lost per unit length when a slice changes from uncracked to cracked. The complicated region at the front never has to be solved. Far behind the front nothing varies with $z$, so the change is one of plane strain: cracking adds no strain $\varepsilon_{zz}$.

Now open the crack in one slice gradually. At first the two faces are held together by the traction $\sigma$. Reduce it to $(1-\lambda)\sigma$, with $\lambda$ rising from 0 to 1. Because the body is linear, the opening at depth $y$ is then $\lambda\,\delta(y)$, where $\delta$ is the final opening. The faces do work on whatever holds them, and no other boundary does work, so the strain energy lost is
\begin{equation}
U=\int_0^h\! dy\int_0^1 (1-\lambda)\,\sigma\,\delta(y)\,d\lambda
 =\frac{\sigma}{2}\int_0^h \delta(y)\,dy ,
\label{eq:work}
\end{equation}
since $\int_0^1(1-\lambda)\,d\lambda=1/2$.

\section{How the opening depends on thickness}

The \emph{change} of stress caused by cracking is that of a body loaded by a pressure $\sigma$ on the crack faces and by nothing else. Write this change with an Airy function $\phi$:
\begin{equation}
\sigma_{xx}=\phi_{,yy},\qquad \sigma_{yy}=\phi_{,xx},\qquad
\sigma_{xy}=-\phi_{,xy},
\end{equation}
where a comma denotes a derivative. Equilibrium then holds identically. In a uniform body compatibility requires $\nabla^4\phi=0$, which contains no elastic constant, and the boundary conditions prescribe only tractions. The stress change is therefore independent of $E$ and $\nu$.

The opening does depend on them, but through one combination. With shear modulus $\mu=E/[2(1+\nu)]$ and $s=\sigma_{xx}+\sigma_{yy}$, Hooke's law in plane strain reads $2\mu\,\varepsilon_{ij}=\sigma_{ij}-\nu s\,\delta_{ij}$, with $\delta_{ij}$ the unit tensor. The definitions above give $\sigma_{ij}=s\,\delta_{ij}-\phi_{,ij}$, so
\begin{equation}
\varepsilon_{ij}=\frac{1-\nu}{2\mu}\,s\,\delta_{ij}-\frac{\phi_{,ij}}{2\mu}
=\frac{s\,\delta_{ij}}{E'}-\frac{\phi_{,ij}}{2\mu},
\qquad E'=\frac{E}{1-\nu^2}.
\end{equation}
The last term is the strain of a displacement $-\phi_{,i}/2\mu$. This displacement does not jump across the crack: along either face $\phi_{,y}$ changes at the rate $\sigma_{xx}$ and $\phi_{,x}$ at the rate $-\sigma_{xy}$, these tractions are equal on the two faces, and the faces meet at the tip. The opening comes entirely from the first term and is proportional to $1/E'$.

It is also proportional to $\sigma$, by linearity. The crack depth $h$ is the one length in the problem, because the substrate is effectively infinite and equally stiff. A quantity with the dimension of length must then have the form
\begin{equation}
\delta(y)=\frac{\sigma h}{E'}\,d\!\left(\frac{y}{h}\right),
\end{equation}
with $d$ a dimensionless function. Insert this in (\ref{eq:work}) and put $y=h\eta$, $dy=h\,d\eta$:
\begin{equation}
U=\frac{\sigma}{2}\,\frac{\sigma h}{E'}\,h\int_0^1 d(\eta)\,d\eta
 =Z\,\frac{\sigma^2h^2}{E'},\qquad
Z=\frac12\int_0^1 d(\eta)\,d\eta .
\label{eq:U}
\end{equation}

One factor $h$ is the depth of the crack; the other is the size of its opening. Equivalently, the crack relaxes a region whose depth and width both grow with $h$. The gain per unit advance grows as $h^2$, while the cost $\Gamma h$ grows as $h$. Dividing the gain by the new crack area gives the energy release rate,
\begin{equation}
G=\frac{U}{h}=Z\,\frac{\sigma^2h}{E'} .
\label{eq:G}
\end{equation}
The long channel can run if $G\ge\Gamma$. Setting $G=\Gamma$ and solving for the stress or for the thickness gives
\begin{equation}
\sigma_c=\sqrt{\frac{\Gamma E'}{Zh}},\qquad
h_c=\frac{\Gamma E'}{Z\sigma^2}.
\label{eq:crit}
\end{equation}
There is no universal cracking stress here. With $\Gamma$, $E'$ and $Z$ held fixed, a film four times thinner withstands twice the tension before a channel can run. What the material fixes is the product $\sigma_c^2h$.

\section{The number $Z$}

Scaling cannot supply $Z$; the elastic problem must be solved. A numerical solution of the integral equation for the opening of an edge crack gives $Z=1.976$ from the area of the opening. The same solution gives the stress intensity factor, the coefficient of the singular stress $K/\sqrt{2\pi r}$ at a distance $r$ ahead of the tip, as $K=F\sigma\sqrt{\pi a}$ with $F=1.1215$ for a crack of depth $a$.

These two results can be compared through energy. Deepening a crack in plane strain releases $K^2/E'$ per unit new area, which is Irwin's relation. Deepening it from zero to $h$ therefore releases
\begin{equation}
U=\int_0^h\frac{F^2\sigma^2\pi a}{E'}\,da
 =\frac{\pi F^2}{2}\,\frac{\sigma^2h^2}{E'} ,
\end{equation}
so $Z=\pi F^2/2=1.976$, in agreement with the opening area.

A separate finite-element calculation used neither $K$ nor $\delta$. It started from the stressed, uncracked film on a body 100 $\mu$m deep, reaching 100 $\mu$m to each side of the crack, and subtracted the total strain energy after cracking from that before. For films of 200, 800 and 1600 nm at 1 GPa it gave $G=1.102$, 4.412 and 8.821 J/m$^2$. Equation (\ref{eq:G}) gives 1.106, 4.424 and 8.848 J/m$^2$ with the modulus used below. The differences are below half a percent of the formula, and the power of $h$ fitted to the three values of $G$ is 1.000.

The calculation also shows the relaxed zone. The stress averaged through the film returns to 90 percent of its original value at about $4.5h$ from the crack: 908 nm for the thinnest film and 7305 nm for the thickest. The thicker film gives up energy from a wider strip as well as a deeper one. This distance also gives a scale for the assumption of isolated cracks: neighbours only a few thicknesses apart would draw on the same energy.

\section{The two films in numbers}

For the nitride take the rough values $E=340$ GPa, $\nu=0.22$ and $\Gamma=5$ J/m$^2$. Then
\begin{equation}
E'=\frac{340\ \text{GPa}}{1-0.22^2}=357.3\ \text{GPa}.
\end{equation}
Since 1 GPa\,nm equals 1 J/m$^2$, equation (\ref{eq:G}) at $\sigma=1$ GPa gives
\begin{align}
G(200\ \text{nm})&=\frac{1.976\times1^2\times200}{357.3}\ \text{J/m}^2
 =1.11\ \text{J/m}^2,\\
G(1600\ \text{nm})&=\frac{1.976\times1^2\times1600}{357.3}\ \text{J/m}^2
 =8.85\ \text{J/m}^2.
\end{align}
The cost is 5 J/m$^2$ in both films. A long channel in the thin film is offered less than a quarter of what it needs and stays where it is. In the thick film it is offered more than it needs and can run. The stress is the same in both. The dividing thickness is
\begin{equation}
h_c=\frac{5\times357.3}{1.976\times1^2}\ \text{nm}
 =904\ \text{nm}=0.904\ \mu\text{m}.
\end{equation}

Read the other way, the threshold stress is 2.13 GPa at 200 nm, 1.50 GPa at 400 nm, 1.06 GPa at 800 nm and 0.75 GPa at 1600 nm. Someone who measured the threshold on the thickest film and took 0.75 GPa for a material constant would reject a 200 nm film at 1 GPa that this model calls safe against channelling. The opposite error is worse: a limit of 2.13 GPa taken from the thinnest film would approve thick films that can crack.

It is tempting to identify $G$ with the elastic energy stored in the film, but they differ. In equal biaxial tension each in-plane strain is $(1-\nu)\sigma/E$, so the energy density is
\begin{equation}
\frac12\left(\sigma\varepsilon_{xx}+\sigma\varepsilon_{zz}\right)
 =\frac{(1-\nu)\sigma^2}{E}.
\end{equation}
Multiplied by $h$, this is 0.459 J/m$^2$ for the 200 nm film, less than half of $G$. Nothing is violated, because the areas differ: stored energy is counted per area of film, $G$ per area of crack. The release $U=Gh$ equals the energy stored in a strip of film of width
\begin{equation}
\frac{Gh}{(1-\nu)\sigma^2h/E}
 =\frac{Z(1-\nu^2)}{1-\nu}\,h=Z(1+\nu)\,h=2.41\,h .
\end{equation}
The actual zone is wider than this equivalent strip. The film in it is only partly relaxed, much of the tension along the channel remains even next to the crack, and part of what the film loses is taken up by the substrate rather than released.

\section{Where a thickness-independent stress does appear}

So far the crack already reached the interface. Consider instead a long scratch of depth $a<h$. In a body of uniform stiffness, the scratch sees the same tension over its whole depth whatever the film thickness, so the argument for (\ref{eq:U}) applies with $a$ in place of $h$: $U(a)=Z\sigma^2a^2/E'$. The energy released per unit area as the scratch deepens is the derivative,
\begin{equation}
G_{\rm deep}=\frac{dU}{da}=\frac{2Z\sigma^2a}{E'} .
\label{eq:deep}
\end{equation}
For $a=400$ nm in an 800 nm film at 1 GPa this is 4.42 J/m$^2$; the finite-element energies for depths of 360 and 440 nm give a difference quotient of 4.41 J/m$^2$.

The scratch begins to deepen when $G_{\rm deep}=\Gamma$, at the stress
\begin{equation}
\sigma_{\rm start}=\sqrt{\frac{\Gamma E'}{2Za}} .
\end{equation}
Here $h$ is absent. On an equally stiff substrate, films of different thickness with scratches of the same depth do start to crack at one stress. This is the sound core of the belief in a strength, but that strength belongs to the flaw as much as to the material. On a softer substrate it holds only approximately, and only for scratches shallow compared with the film: a nearby soft interface raises the release rate and lowers the starting stress.

Starting and running are thus separate conditions. At fixed stress, $G_{\rm deep}=\Gamma$ gives $a=\Gamma E'/(2Z\sigma^2)=h_c/2$, which is 452 nm in the example. The factor 2 arises because the release rate (\ref{eq:deep}) grows in proportion to depth, and the channel, which creates the full depth at once, receives its average, half the final value. Two cases follow at 1 GPa on an equally stiff substrate that is tough enough to stop the crack at the interface:
\begin{itemize}
\item In an 800 nm film, a long scratch deeper than 452 nm can cut down towards the interface, yet the resulting crack cannot run on beyond the scratch into intact film, because 800 nm is below $h_c$.
\item A 1600 nm film whose long scratches are all shallower than 452 nm does not crack from them, although a channel, once formed, could run.
\end{itemize}
Exceeding $h_c$ therefore permits channelling without making it inevitable. Staying below $h_c$ stops a long channel confined to the film from running through intact film, but does not exclude cracks along existing scratches. Confinement is a real condition: by (\ref{eq:deep}) a crack arrives at the interface with twice the channel's release rate, 8.85 J/m$^2$ in the 800 nm film. An equally stiff substrate whose fracture energy is below $2\Gamma$ therefore lets a channel extend into it and run in films somewhat thinner than $h_c$.

\section{What silicon changes}

Nitride on silicon is used in resonators and as a base for other nitride layers. The stress depends strongly on how the film is grown; 1 GPa is a high but plausible tension, and many films are made with much less. The fracture energy is the least certain input, and $h_c$ is proportional to it. The model also departs from the real pair of materials in ways that can be sized.

The largest departure is the substrate. Silicon is softer, with roughly $E=160$ GPa and $\nu=0.22$. It holds the crack faces less firmly, the crack opens wider, and the computed $Z$ rises from 1.976 to 2.76. The critical thickness falls to 649 nm, 28 percent below the first estimate. An 800 nm film at 1 GPa thus changes sides: safe on an equally stiff substrate, it can channel on silicon.

Silicon can also crack. If the channel reaches a depth $qh$ with $q>1$, it spends $\Gamma h+\Gamma_s(q-1)h$ per unit advance, where $\Gamma_s$ is the fracture energy of silicon. Write its gain as $R(q)\sigma^2h^2/E'$, with $R$ a number found from the elastic solution at each depth. Equating the two and dividing by $h$ gives the threshold for that depth,
\begin{equation}
h_q=\frac{E'\,[\Gamma+\Gamma_s(q-1)]}{R(q)\,\sigma^2}.
\end{equation}
The smallest $h_q$ matters, since the crack may take the cheapest depth. With a rough $\Gamma_s=3$ J/m$^2$, the lowest value among nine depths between $h$ and $4h$ is 523 nm, at $q=1.75$. That is 42 percent below 904 nm, and a finer search could only lower it. The assumption that the crack stops at the interface is therefore on the unsafe side here. The verdict on the two original films stands, since 523 nm still lies between 200 nm and 1600 nm.

Two further corrections concern the crystal and the temperature. A nitride crystal with its hexagonal axis normal to the film is anisotropic. With zero normal stress and no strain along the channel, its in-plane stiffness is $c_{11}-c_{13}^2/c_{33}$. The rough constants 400, 100 and 380 GPa for $c_{11}$, $c_{13}$ and $c_{33}$ give 374 GPa, 5 percent above $E'$. This compares one stiffness only. The crack opening also depends on the other elastic constants, including the shear constant $c_{44}$, so the change in $h_c$ need not have this size or even this sign; finding it takes an anisotropic crack solution.

Temperature acts through the stress. On cooling the nitride shrinks more than silicon, so warming relieves tension. The difference depends on temperature; take $1.5\times10^{-6}$ per kelvin, a rough average over several hundred kelvin above room temperature. For 100 K the relief is
\begin{equation}
\frac{E}{1-\nu}\times1.5\times10^{-4}=0.065\ \text{GPa}.
\end{equation}
With all else fixed, $h_c$ rises by the factor $(1/0.935)^2$, or about 14 percent. Close to room temperature the expansion difference is smaller, and so is this rise. A modest change in stress matters because it enters squared.

\section{How far the law can be taken}

Equation (\ref{eq:crit}) lets $\sigma_c$ grow without limit as $h\to0$. No solid can follow it there. Taking $E/10=34$ GPa as a generous scale for the strength of perfect atomic bonds, the formula reaches it at $h=0.78$ nm, a few atomic layers, where a continuum with a sharp crack has lost its meaning. Other processes may intervene at much greater thickness: a film under high tension may relax by dislocations or peel from its substrate, and neither is in the model.

In the opposite limit, a large $h$ makes $\sigma_c$ small, but the derivation needs a substrate much thicker than the film. Once the two are comparable, the body bends, a second length enters, and $Z$ becomes a function of the thickness ratio.

The comparison between films also held $\Gamma$ and $\sigma$ fixed. In practice a thicker film has grown for longer, and its stress, grain structure and flaws may differ from those of a thin one. A measured series of films then need not follow $h^{-1/2}$, even if each film obeys $G=\Gamma$ with its own values. For design, the useful quantity is $Z\sigma^2h/E'$, with $Z$ for the actual substrate and $\sigma$ for the actual film and temperature, compared with $\Gamma$. If penetration into the substrate is possible, the lower threshold $h_q$ applies. The value of $\Gamma$ must also suit the surroundings, since moisture lets many ceramics crack slowly at a release rate below that for fast fracture. The numerical output below lists the main values used here.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough typical values)
film Young modulus 340 GPa, Poisson 0.22
film plane-strain modulus 357.3 GPa
film tension 1.00 GPa
film fracture energy 5.0 J/m2
EDGE CRACK, equal stiffness
K/(stress sqrt(pi a)) = 1.1215
Z from stress intensity 1.976
Z from opening area 1.976
ENERGY DIFFERENCE BY FINITE ELEMENTS, equal stiffness
h 200 nm: G elements 1.102, formula 1.106 J/m2
  90% stress recovery at 908 nm = 4.54 h
h 800 nm: G elements 4.412, formula 4.424 J/m2
  90% stress recovery at 3641 nm = 4.55 h
h 1600 nm: G elements 8.821, formula 8.848 J/m2
  90% stress recovery at 7305 nm = 4.57 h
fitted power of h in G: 1.0003
scratch 400 nm deep in 800 nm film: G elements 4.413, formula 4.424 J/m2
THRESHOLDS, equal stiffness
critical thickness 904 nm = 0.904 um
scratch depth that starts to deepen 452 nm
h 200 nm: threshold stress 2.126 GPa
h 400 nm: threshold stress 1.503 GPa
h 800 nm: threshold stress 1.063 GPa
h 1600 nm: threshold stress 0.752 GPa
stored film energy at 200 nm 0.459 J/m2, at 1600 nm 3.671 J/m2
NEGLECTED EFFECTS
silicon modulus 160 GPa, Poisson 0.22, fracture energy 3.0 J/m2
Z on silicon 2.755 (finer mesh 2.758)
critical thickness on silicon 649 nm
with penetration: critical thickness 523 nm, crack depth 1.75 h
crystal constants c11 400, c13 100, c33 380 GPa
crystal in-plane modulus 374 GPa, change +4.6 %
expansion difference 1.5e-06 1/K, warming 100 K
stress falls by 0.065 GPa, critical thickness +14.5 %
threshold reaches E/10 = 34 GPa at h = 0.78 nm
\end{verbatim}
